# Implicit stress integration for a thermally cycled, creeping oxide scale: verification in Python

```python
"""
Result under test: an implicit (backward Euler) stress update for an oxide scale
that thickens, grows laterally, creeps and is thermally cycled on a metal plate.
The plate carries equal scales on both faces; all quantities are per face.

  h      oxide thickness (um), with d(h^2)/dt = k(T)
  H      metal half-thickness (um)
  sigma  equibiaxial oxide stress (MPa), positive in tension
  C      1/M_oxide + h/(H M_metal), compliance of the bonded pair (1/MPa)
  g      minus (thermal mismatch strain + lateral growth strain)
  C1*s + dt*creep(s) = C0*sigma0 + g1 - g0 determines the new stress s.

The elastic limit is sigma = g/C. Creep that is fast at every temperature gives
sigma -> 0; creep that acts only when hot leaves the thermal stress when cold.
The energy released if both scales spall is W = h*C*sigma^2 per face;
1 um*MPa = 1 J/m^2. Time is in hours and temperature in kelvin.
"""
from dataclasses import dataclass, replace
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import exp1


@dataclass(frozen=True)
class Model:
    oxide_modulus: float = 5.0e5
    metal_modulus: float = 2.5e5
    metal_half: float = 100.0
    h_start: float = 0.5
    mismatch: float = -6.0e-6       # oxide minus metal expansion, 1/K
    growth_strain: float = 1.0e-3   # lateral strain per um of new oxide
    k_hot: float = 0.2              # um^2/h at the hot temperature
    k_act: float = 40000.0          # activation energy / Boltzmann constant, K
    ox_rate: float = 1.0e-2         # 1/h at ox_stress and hot temperature
    ox_stress: float = 100.0
    ox_n: float = 2.0
    ox_act: float = 50000.0
    met_rate: float = 0.1           # 1/h at met_stress and hot temperature
    met_stress: float = 10.0
    met_n: float = 4.0
    met_act: float = 35000.0
    hot: float = 1400.0
    cold: float = 300.0
    dwell: float = 1.0
    ramp: float = 0.25
    creep_scale: float = 1.0
    creep_gate: float = 0.0         # no creep below this temperature


def segments(m):
    return ((m.hot, m.hot, m.dwell), (m.hot, m.cold, m.ramp),
            (m.cold, m.hot, m.ramp))


def compliance(m, h):
    return 1.0 / m.oxide_modulus + h / (m.metal_half * m.metal_modulus)


def implicit_stress(c, a, b, n, q, load):
    """Root of c*s + a*|s|^(n-1)*s + b*|s|^(q-1)*s = load, and Newton count."""
    target = abs(load)
    if target == 0.0:
        return 0.0, 0
    s = target / c
    if a > 0.0:
        s = min(s, (target / a) ** (1.0 / n))
    if b > 0.0:
        s = min(s, (target / b) ** (1.0 / q))
    for count in range(1, 81):
        pa = a * s ** (n - 1.0)
        pb = b * s ** (q - 1.0)
        change = ((c + pa + pb) * s - target) / (c + n * pa + q * pb)
        s -= change
        if abs(change) <= 1e-13 * s:
            return math.copysign(s, load), count
    raise RuntimeError("Newton iteration did not converge")


def thickening_increments(m, temps, dt):
    """Exact integral of k(T) over each step of a hold or a linear ramp."""
    if temps[0] == temps[-1]:
        return np.full(len(temps) - 1, m.k_hot * dt)
    x = m.k_act / temps
    primitive = temps * np.exp(-x) - m.k_act * exp1(x)
    scale = m.k_hot * math.exp(m.k_act / m.hot)
    return scale * np.diff(primitive) / np.diff(temps) * dt


def run(m, cycles, steps, sigma=0.0):
    """Return (h, sigma) at all segment ends, path of C*sigma, max Newton count."""
    tables = []
    for start, end, duration in segments(m):
        dt = duration / steps
        temps = np.linspace(start, end, steps + 1)
        inverse = 1.0 / temps[1:] - 1.0 / m.hot
        active = m.creep_scale * dt * (temps[1:] >= m.creep_gate)
        oxide = active * m.ox_rate * np.exp(-m.ox_act * inverse)
        metal = active * m.met_rate * np.exp(-m.met_act * inverse)
        tables.append(list(zip(
            temps[1:].tolist(),
            thickening_increments(m, temps, dt).tolist(),
            (oxide / m.ox_stress ** m.ox_n).tolist(),
            (metal / m.met_stress ** m.met_n).tolist())))
    h_squared, drive = m.h_start ** 2, 0.0
    misfit = compliance(m, m.h_start) * sigma
    ends = np.zeros((cycles, 3, 2))
    path, most = [misfit], 0
    for cycle in range(cycles):
        for part, table in enumerate(tables):
            for temp, area, a, metal_factor in table:
                h_squared += area
                h = math.sqrt(h_squared)
                new_drive = (-m.mismatch * (temp - m.hot)
                             - m.growth_strain * (h - m.h_start))
                c = compliance(m, h)
                b = metal_factor * (h / m.metal_half) ** m.met_n
                sigma, count = implicit_stress(
                    c, a, b, m.ox_n, m.met_n, misfit + new_drive - drive)
                misfit, drive = c * sigma, new_drive
                most = max(most, count)
                path.append(misfit)
            ends[cycle, part] = h, sigma
    return ends, np.array(path), most


def reference_run(m, cycles):
    """Adaptive integration of the coupled differential equations."""
    state = np.array([m.h_start, 0.0])
    ends = np.zeros((cycles, 3, 2))
    for cycle in range(cycles):
        for part, (start, end, duration) in enumerate(segments(m)):
            slope = (end - start) / duration

            def rates(t, y):
                h, s = y
                inv = 1.0 / (start + slope * t) - 1.0 / m.hot
                h_rate = m.k_hot * math.exp(-m.k_act * inv) / (2.0 * h)
                metal_s = -s * h / m.metal_half
                ox = (m.ox_rate * math.exp(-m.ox_act * inv)
                      * math.copysign(abs(s / m.ox_stress) ** m.ox_n, s))
                met = (m.met_rate * math.exp(-m.met_act * inv)
                       * math.copysign(abs(metal_s / m.met_stress) ** m.met_n,
                                       metal_s))
                c_rate = h_rate / (m.metal_half * m.metal_modulus)
                strain_rate = (met - ox - m.mismatch * slope
                               - m.growth_strain * h_rate)
                return [h_rate, (strain_rate - c_rate * s) / compliance(m, h)]

            answer = solve_ivp(rates, (0.0, duration), state, method="LSODA",
                               rtol=1e-9, atol=[1e-11, 1e-7])
            assert answer.success
            state = answer.y[:, -1]
            ends[cycle, part] = state
    return ends


def elastic_balance(m, h, free_strain):
    """Oxide stress from two Hooke laws and force balance, solved together."""
    matrix = np.array([[1.0, 0.0, -m.oxide_modulus],
                       [0.0, 1.0, -m.metal_modulus],
                       [h, m.metal_half, 0.0]])
    return np.linalg.solve(matrix, [-m.oxide_modulus * free_strain, 0.0, 0.0])[0]


def spall_energy(m, ends):
    h, s = ends[:, 1, 0], ends[:, 1, 1]
    return h * compliance(m, h) * s ** 2


def first_cycle(energy, toughness):
    reached = np.flatnonzero(energy >= toughness)
    assert len(reached) > 0
    return int(reached[0]) + 1


model = Model()
cycles = 40
toughness = 40.0
reference = reference_run(model, cycles)
solutions = {steps: run(model, cycles, steps) for steps in (200, 400, 800)}
full, full_path, newton_max = solutions[800]

# Thickness and stress against the adaptive solver; first-order convergence.
assert np.allclose(full[:, :, 0], reference[:, :, 0], rtol=1e-6, atol=0)
errors = {steps: float(np.sqrt(np.mean((result[0][:, :, 1]
                                     - reference[:, :, 1]) ** 2)))
          for steps, result in solutions.items()}
ratio = errors[400] / errors[800]
assert 1.8 < ratio < 2.2
extrapolated = 2.0 * full[:, :, 1] - solutions[400][0][:, :, 1]
extrapolated_error = float(np.sqrt(np.mean(
    (extrapolated - reference[:, :, 1]) ** 2)))
assert extrapolated_error < 0.5 * errors[800]

# Elastic limit with only one step in every segment.
elastic = run(replace(model, creep_scale=0.0), cycles, 1)[0]
elastic_error = 0.0
for cycle in range(cycles):
    for part, temp in enumerate((model.hot, model.cold, model.hot)):
        h = reference[cycle, part, 0]
        free = (model.mismatch * (temp - model.hot)
                + model.growth_strain * (h - model.h_start))
        expected = elastic_balance(model, h, free)
        elastic_error = max(elastic_error,
                            abs(elastic[cycle, part, 1] / expected - 1.0))
assert elastic_error < 1e-5

# Complete relaxation only at the hot temperature.
hot_relaxed = run(replace(model, creep_scale=1e10, creep_gate=model.hot),
                  cycles, 5)[0]
for cycle in range(cycles):
    h_hot, h_cold = reference[cycle, 0, 0], reference[cycle, 1, 0]
    free = (model.mismatch * (model.cold - model.hot)
            + model.growth_strain * (h_cold - h_hot))
    assert math.isclose(hot_relaxed[cycle, 1, 1],
                        elastic_balance(model, h_cold, free), rel_tol=1e-5)

# Fast creep at every temperature: vanishing stress set by the strain rate.
always = replace(model, creep_scale=1e10, ox_act=0.0, met_act=0.0)
always_cold = run(always, 3, 100)[0][-1, 1, 1]
cooling_rate = (model.hot - model.cold) / model.ramp
balance = -model.ox_stress * math.sqrt(
    abs(model.mismatch) * cooling_rate / (model.ox_rate * always.creep_scale))
assert math.isclose(always_cold, balance, rel_tol=2e-3)
assert abs(always_cold) < 0.01
strong = replace(model, creep_scale=1e4)
h_strong, s_strong = run(strong, 3, 200)[0][-1, 0]
growth_rate = model.growth_strain * model.k_hot / (2.0 * h_strong)
growth_balance = -model.ox_stress * math.sqrt(
    growth_rate / (model.ox_rate * strong.creep_scale))
assert math.isclose(s_strong, growth_balance, rel_tol=2e-3)

# Isothermal power-law relaxation at fixed thickness has a closed solution.
still = replace(model, k_hot=0.0, growth_strain=0.0, met_rate=0.0)
decayed = run(still, 1, 4000, sigma=-1000.0)[0][0, 0, 1]
decay_exact = -1.0 / (1.0 / 1000.0 + model.ox_rate / model.ox_stress ** 2
                      * model.dwell / compliance(model, model.h_start))
assert math.isclose(decayed, decay_exact, rel_tol=3e-3)

# Differences in initial stress never grow, even with very coarse steps.
path_a = run(model, 5, 4)[1]
path_b = run(model, 5, 4, sigma=-1000.0)[1]
assert np.all(np.diff(np.abs(path_a - path_b)) <= 1e-14)
other_start = run(model, 1, 800, sigma=-1000.0)[0]
memory = abs(other_start[0, 1, 1] - full[0, 1, 1])
assert memory < 100.0

# One very stiff linear creep step: backward Euler and trapezoidal rule.
c0, stiff, initial = compliance(model, 0.5), 100.0, 100.0
euler = implicit_stress(c0, stiff * c0, 0.0, 1.0, 1.0, c0 * initial)[0]
trapezoid = implicit_stress(c0, 0.5 * stiff * c0, 0.0, 1.0, 1.0,
                            c0 * initial * (1.0 - 0.5 * stiff))[0]
exact_stiff = initial * math.exp(-stiff)
assert 0.0 < euler < 0.02 * initial and trapezoid < -0.9 * initial
assert abs(euler - exact_stiff) < abs(trapezoid - exact_stiff)

# Stored energy from minimization over the common in-plane strain.
h_test, free_test = 2.0, model.mismatch * (model.cold - model.hot)
stored = minimize_scalar(
    lambda e: h_test * model.oxide_modulus * (e - free_test) ** 2
    + model.metal_half * model.metal_modulus * e ** 2,
    bounds=(-0.02, 0.02), method="bounded", options={"xatol": 1e-10}).fun
s_test = elastic_balance(model, h_test, free_test)
assert math.isclose(stored, h_test * compliance(model, h_test) * s_test ** 2,
                    rel_tol=1e-6)

# What controls the cold stress and the energy criterion.
energy = spall_energy(model, full)
crossing = first_cycle(energy, toughness)
crossing_elastic = first_cycle(spall_energy(model, elastic), toughness)
crossing_relaxed = first_cycle(spall_energy(model, hot_relaxed), toughness)
assert crossing_elastic < crossing_relaxed <= crossing
no_growth_model = replace(model, growth_strain=0.0)
no_growth = run(no_growth_model, cycles, 800)[0]
elastic_no_growth = run(replace(no_growth_model, creep_scale=0.0), cycles, 1)[0]
growth_effect = full[-1, 1, 1] - no_growth[-1, 1, 1]
growth_effect_elastic = elastic[-1, 1, 1] - elastic_no_growth[-1, 1, 1]
assert abs(growth_effect) < 0.1 * abs(growth_effect_elastic)
rigid_metal = run(replace(model, met_rate=0.0), cycles, 800)[0]
assert abs(rigid_metal[-1, 1, 1]) > abs(full[-1, 1, 1])
assert full[-1, 2, 1] > 0.0


def freezing_temperature(m, ends, cycle):
    h, s = ends[cycle, 1]
    return m.cold + compliance(m, h) * abs(s) / abs(m.mismatch)


slow_model = replace(model, ramp=2.5)
slow = run(slow_model, 10, 800)[0]
freeze_fast = freezing_temperature(model, full, 9)
freeze_slow = freezing_temperature(slow_model, slow, 9)
assert freeze_slow < freeze_fast < model.hot

m = model
print(f"Moduli M oxide, metal: {m.oxide_modulus:.0f}, {m.metal_modulus:.0f} MPa")
print(f"Metal half-thickness, initial oxide: {m.metal_half:.0f}, {m.h_start} um")
print(f"Expansion difference oxide - metal: {m.mismatch:.1e} 1/K")
print(f"Lateral growth strain D: {m.growth_strain:.1e} 1/um")
print(f"k at hot temperature: {m.k_hot} um^2/h; activation {m.k_act:.0f} K")
print(f"Oxide creep: {m.ox_rate} 1/h at {m.ox_stress:.0f} MPa, "
      f"n={m.ox_n:.0f}, activation {m.ox_act:.0f} K")
print(f"Metal creep: {m.met_rate} 1/h at {m.met_stress:.0f} MPa, "
      f"q={m.met_n:.0f}, activation {m.met_act:.0f} K")
print(f"Hot, cold temperature: {m.hot:.0f}, {m.cold:.0f} K")
print(f"Dwell, each ramp: {m.dwell}, {m.ramp} h; cycles: {cycles}")
print(f"Spall energy threshold Gamma: {toughness:.0f} J/m^2")
print("Full calculation, 800 steps per segment:")
print("cycle | h cold um | dwell end MPa | cold MPa | reheated MPa | W J/m^2")
for number in (1, 10, 20, 30, 40):
    row = full[number - 1]
    print(f"{number:5d} | {row[1, 0]:.4f} | {row[0, 1]:.2f} | {row[1, 1]:.1f}"
          f" | {row[2, 1]:.1f} | {energy[number - 1]:.2f}")
print(f"Compliance C at last cold point: {compliance(m, full[-1, 1, 0]):.4e} 1/MPa")
print(f"Last cold stress, adaptive solver: {reference[-1, 1, 1]:.2f} MPa")
print(f"Last cold stress, extrapolated: {extrapolated[-1, 1]:.2f} MPa")
print(f"Last cold stress, elastic limit: {elastic[-1, 1, 1]:.1f} MPa")
print(f"Last cold stress, hot-relaxed limit: {hot_relaxed[-1, 1, 1]:.1f} MPa")
print(f"First cycle with W >= Gamma, full: {crossing}")
print(f"First cycle with W >= Gamma, elastic: {crossing_elastic}")
print(f"First cycle with W >= Gamma, hot-relaxed: {crossing_relaxed}")
print(f"Growth strain effect on last cold stress, full: {growth_effect:.2f} MPa")
print(f"Growth strain effect, elastic: {growth_effect_elastic:.1f} MPa")
print(f"Last cold stress without metal creep: {rigid_metal[-1, 1, 1]:.1f} MPa")
print(f"Freezing temperature, cycle 10, ramp {m.ramp} h: {freeze_fast:.1f} K")
print(f"Freezing temperature, cycle 10, ramp {slow_model.ramp} h: "
      f"{freeze_slow:.1f} K")
for steps in (200, 400, 800):
    print(f"RMS stress error, {steps} steps per segment: {errors[steps]:.4f} MPa")
print(f"Error ratio 400 to 800 steps: {ratio:.3f}")
print(f"RMS stress error after extrapolation: {extrapolated_error:.5f} MPa")
print(f"Largest Newton count, 800 steps: {newton_max}")
print(f"Largest relative elastic error, one step: {elastic_error:.1e}")
print(f"Cold stress, creep 1e10 faster at all T: {always_cold:.5f} MPa")
print(f"Creep balance for that stress: {balance:.5f} MPa")
print(f"First cold stress change from -1000 MPa initial stress: {memory:.3f} MPa")
print(f"Stiff step z={stiff:.0f} from {initial:.0f} MPa, Euler: {euler:.3f} MPa")
print(f"Same stiff step, trapezoidal: {trapezoid:.3f} MPa")
print(f"Same stiff step, exact: {exact_stiff:.1e} MPa")
print("no test failed")
```

Running it gives:

```
Moduli M oxide, metal: 500000, 250000 MPa
Metal half-thickness, initial oxide: 100, 0.5 um
Expansion difference oxide - metal: -6.0e-06 1/K
Lateral growth strain D: 1.0e-03 1/um
k at hot temperature: 0.2 um^2/h; activation 40000 K
Oxide creep: 0.01 1/h at 100 MPa, n=2, activation 50000 K
Metal creep: 0.1 1/h at 10 MPa, q=4, activation 35000 K
Hot, cold temperature: 1400, 300 K
Dwell, each ramp: 1.0, 0.25 h; cycles: 40
Spall energy threshold Gamma: 40 J/m^2
Full calculation, 800 steps per segment:
cycle | h cold um | dwell end MPa | cold MPa | reheated MPa | W J/m^2
    1 | 0.6724 | -12.32 | -3193.2 | 88.9 | 13.90
   10 | 1.5132 | -8.04 | -3129.1 | 98.9 | 30.53
   20 | 2.0812 | -6.59 | -3069.4 | 118.6 | 40.85
   30 | 2.5245 | -5.67 | -3011.7 | 137.2 | 48.11
   40 | 2.9008 | -4.97 | -2957.5 | 149.7 | 53.69
Compliance C at last cold point: 2.1160e-06 1/MPa
Last cold stress, adaptive solver: -2957.18 MPa
Last cold stress, extrapolated: -2957.18 MPa
Last cold stress, elastic limit: -4253.6 MPa
Last cold stress, hot-relaxed limit: -3119.2 MPa
First cycle with W >= Gamma, full: 20
First cycle with W >= Gamma, elastic: 10
First cycle with W >= Gamma, hot-relaxed: 17
Growth strain effect on last cold stress, full: -1.13 MPa
Growth strain effect, elastic: -1134.6 MPa
Last cold stress without metal creep: -3060.4 MPa
Freezing temperature, cycle 10, ramp 0.25 h: 1374.6 K
Freezing temperature, cycle 10, ramp 2.5 h: 1305.1 K
RMS stress error, 200 steps per segment: 2.2545 MPa
RMS stress error, 400 steps per segment: 1.1423 MPa
RMS stress error, 800 steps per segment: 0.5750 MPa
Error ratio 400 to 800 steps: 1.987
RMS stress error after extrapolation: 0.00867 MPa
Largest Newton count, 800 steps: 4
Largest relative elastic error, one step: 6.8e-10
Cold stress, creep 1e10 faster at all T: -0.00162 MPa
Creep balance for that stress: -0.00162 MPa
First cold stress change from -1000 MPa initial stress: 0.000 MPa
Stiff step z=100 from 100 MPa, Euler: 0.990 MPa
Same stiff step, trapezoidal: -96.078 MPa
Same stiff step, exact: 3.7e-42 MPa
no test failed
```
